# Why Uniformly Charged Parallel Dislocations Make Carrier Mobility Anisotropic

**Q:** Suppose an n-type crystal contains many parallel dislocations that have trapped electrons. A dislocation is a long charged object, and a conduction electron passing it is pushed hard. Why should that push slow a current across the lines but not one along them?

**A:** Put the line along \(z\) and take its charge per length as uniform. The electron's potential energy is then \(V(x,y)\), with no dependence on \(z\), and

\[
\frac{dp_z}{dt}=-\frac{\partial V}{\partial z}=0 .
\]

The charge ahead of the electron pushes it back, the charge behind pushes it forward, and on a uniform line the two cancel at every moment. What remains is a push away from the line.

In quantum terms, the matrix element between plane waves contains

\[
\int dz\,e^{i(k_z-k_z')z},
\]

which vanishes unless \(k_z'=k_z\). This is not confined to weak scattering: \(p_z\) commutes with \(p^2/2m\) and with \(V(x,y)\), hence with the whole Hamiltonian. Adding more parallel lines, even with overlapping fields, leaves \(V\) independent of \(z\). So does the strain field of a straight, uniform dislocation.

The collision is also elastic. With \(p_z\) fixed, conservation of energy fixes \(p_x^2+p_y^2\) once the electron has left the field. The collision can therefore do one thing: turn the transverse momentum through some angle \(\chi\).

**Q:** That describes one collision. How does it become a statement about mobility?

**A:** Through the Boltzmann equation. I assume a weak field, non-degenerate carriers of one mass \(m\), and background collisions that redraw the velocity from the thermal distribution at a constant rate \(1/\tau_0\). There are \(N\) randomly placed lines per area.

Let the field exert a force \(F\) along direction \(j\). Write the distribution as \(f_0+f_1\), with \(f_0\) the Maxwell distribution. Since \(\partial f_0/\partial p_j=-v_jf_0/kT\), the steady state to first order in \(F\) obeys

\[
-\frac{F v_j}{kT}f_0=-\frac{f_1}{\tau_0}+C_{\rm d}[f_1],
\]

where \(C_{\rm d}\) describes the dislocations. The redrawn velocities contribute no gain term because \(f_1\) is odd in velocity.

For a force along \(z\), try \(f_1=F\tau_0v_zf_0/kT\). A dislocation collision changes neither \(v_z\) nor the energy, so gains and losses cancel and \(C_{\rm d}[f_1]=0\). The trial function then solves the equation. The mean velocity is \(F\tau_0\langle v_z^2\rangle/kT=F\tau_0/m\), and with \(|F|=e|\mathcal E|\) in a field \(\mathcal E\),

\[
\mu_\parallel=\frac{e\tau_0}{m}.
\]

For a force along \(x\), try \(f_1=(F/kT)\,v_x\,g(v_\perp)f_0\), with \(v_\perp\) the transverse speed. An electron meets lines with impact parameter between \(b\) and \(b+db\) at the rate \(Nv_\perp\,db\). Each turn replaces \(v_x\) by \(v_x\cos\chi-v_y\sin\chi\). The sine term cancels between \(b\) and \(-b\), and \(g\) and \(f_0\) do not change, so

\[
C_{\rm d}[f_1]=-Nv_\perp\sigma f_1,\qquad
\sigma=\int(1-\cos\chi)\,db .
\]

The transport width \(\sigma\) is a length, because the target is a line. Solving for \(g\) gives

\[
g=\frac{\tau_0}{1+\tau_0Nv_\perp\sigma}.
\]

Now define \(w=mv_\perp^2/2kT\). In two dimensions its thermal distribution is \(e^{-w}dw\), and averaging over direction gives \(v_x^2\to v_\perp^2/2=w\,kT/m\). Hence

\[
\frac{\mu_\perp}{\mu_\parallel}=\int_0^\infty
\frac{w\,e^{-w}}{1+\tau_0Nv_\perp\sigma}\,dw .
\]

If the background is removed, \(\tau_0\to\infty\), the transverse mobility tends to a finite value set by the lines, while the axial mobility grows without limit. In this model a purely dislocation-limited mobility exists across the array and not along it.

**Q:** What sets the width? The core is atomic in size.

**A:** The charge matters far outside the core. Let there be \(\Lambda=1/d\) trapped electrons per length and \(n\) ionized donors per volume. Conduction electrons are repelled until the donors in a cylinder of radius \(R\) balance the line:

\[
\pi R^2n=\Lambda .
\]

Within radius \(r<R\) the net charge per length is \(-e\Lambda(1-r^2/R^2)\). Gauss's law then gives an outward force on an electron,

\[
U\left(\frac1r-\frac r{R^2}\right),\qquad U=\frac{e^2\Lambda}{2\pi\varepsilon}.
\]

Integrating from \(r\) to \(R\), with \(V(R)=0\),

\[
V(r)=U\left[\ln\frac Rr-\frac12+\frac{r^2}{2R^2}\right].
\]

Let \(E=mv_\perp^2/2\) be the transverse energy outside the cylinder. Angular momentum \(mv_\perp b\) is conserved, so \(\dot\varphi=v_\perp b/r^2\), while energy conservation gives \(|\dot r|=v_\perp\sqrt{1-V/E-b^2/r^2}\). Dividing the two gives the angle swept per change in radius. The straight path outside \(R\) contributes \(\arcsin(b/R)\) on each side, so

\[
\chi=\pi-2\left[\arcsin\frac bR+\int_{r_0}^{R}
\frac{b\,dr}{r^2\sqrt{1-V/E-b^2/r^2}}\right],
\]

with \(r_0\) the turning point.

A very slow electron turns back at the edge, and the integral vanishes. Then \(1-\cos\chi=2(1-b^2/R^2)\), and

\[
\sigma\to2\int_{-R}^{R}\left(1-\frac{b^2}{R^2}\right)db=\frac{8R}{3}.
\]

A very fast electron is barely deflected. Its transverse impulse is of order \(U/v_\perp\), so \(\chi\sim U/E\) and \(\sigma\sim R(U/E)^2\). Very fast carriers are therefore little affected. So are very slow ones, because they meet lines rarely: the scattering rate \(Nv_\perp\sigma\) vanishes at both ends.

**Q:** Can you put numbers to this?

**A:** Take germanium at 77 K with \(5\times10^{15}\) donors per cm³, \(4\times10^8\) parallel lines per cm², and one trapped electron per 8 nm. The background mobility is 20,000 cm²/Vs, and the conductivity mass is 0.120 electron masses. These are rough, round parameters.

In nanometres, \(\Lambda=0.125\) and \(n=5\times10^{-6}\), so

\[
R=\sqrt{\frac{0.125}{\pi\times5\times10^{-6}}}\ \text{nm}=89\ \text{nm}.
\]

The line energy \(U\) is 22.2 meV, or 3.35 \(kT\). The background time is \(\tau_0=m\mu_\parallel/e=1.36\) ps.

At \(E=2kT\) the width is 94.7 nm. The transverse speed is then twice the thermal speed \(\sqrt{kT/m}=9.87\times10^4\) m/s, and

\[
\tau_0Nv_\perp\sigma=(1.36\times10^{-12})(4\times10^{12})(1.97\times10^5)(94.7\times10^{-9})\approx0.10
\]

in SI units. These carriers lose about a tenth of their transverse response. The full thermal average gives \(\mu_\perp/\mu_\parallel=0.915\), so \(\mu_\perp\approx18{,}300\) cm²/Vs and the anisotropy \(\mu_\parallel/\mu_\perp\) is 1.09. The lines alone would give a transverse mobility of \(2.2\times10^5\) cm²/Vs. The anisotropy is modest because the background does most of the scattering.

These are mobilities per mobile electron. The depleted cylinders also fill 10% of the cross-section and remove carriers from conduction in either direction.

**Q:** You used classical orbits and independent collisions. Is either safe here?

**A:** The orbits are. A phase-shift solution of the Schrödinger equation at \(E=2kT\), in the same potential, gives 94.6 nm against the classical 94.7 nm. The wave number times \(R\) is 18, so the cylinder is large on the scale of the wavelength.

Independent collisions are less safe. The background path, thermal speed times \(\tau_0\), is 135 nm, not much longer than \(R\). An electron may be scattered by the background while still inside a cylinder. I followed simulated carriers through random arrays of these potentials. For the example they gave \(\mu_\perp/\mu_\parallel=0.881\pm0.007\), a loss of 12% instead of 8.5%. In a more dilute array, with 4% depleted area and a background path of \(12R\), simulation and formula agreed: \(0.777\pm0.015\) against 0.772. The short path and the denser array are both candidates for the difference in the example; I have not separated them.

The sharp edge is another approximation. The Debye length is 34.5 nm, so the cylinder has a thermal tail. Using the Poisson–Boltzmann potential in the kinetic formula changes the ratio from 0.915 to 0.891. Both corrections increase the transverse loss, but I have not computed them together. Simply adding the two shifts would give an anisotropy of 1.17, and the shifts need not add exactly. For carriers of one mass I would quote it only as roughly 1.2, above the kinetic 1.09.

**Q:** The trapped charges are separate electrons, though. Why may I call the line uniform?

**A:** Take an evenly spaced row first. Its potential has ripples \(\cos(Gz)\) with \(G=2\pi/d\) and its multiples. Away from the charges, Laplace's equation makes the radial factor of the first ripple obey

\[
\frac1r\frac{d}{dr}\left(r\frac{dV_G}{dr}\right)=G^2V_G .
\]

The decaying solution is \(K_0(Gr)\), which falls roughly as \(e^{-Gr}\). At \(r=R/2\) the exponent is about 35. The mean repulsion keeps most electrons far enough out that they hardly feel the ripple.

To compare axial and transverse relaxation, give the carriers a small drift \(s\) along \(z\), so that \(f=f_0(1+sp_z/kT)\). The mean momentum lost per collision is \(s\langle p_z(p_z-p_z')\rangle/kT\). In equilibrium \(\langle p_z^2\rangle=\langle p_z'^2\rangle\), and therefore

\[
\langle p_z(p_z-p_z')\rangle=\tfrac12\langle(p_z-p_z')^2\rangle .
\]

The same holds along \(x\), so the ratio of the two frictions is \(\langle\Delta p_z^2\rangle/\langle\Delta p_x^2\rangle\).

I summed the axial forces of explicit point charges along sampled orbits, neglecting forces outside \(R\). Over 300 sampled orbits, the even 8 nm row gives a friction ratio of \(7\times10^{-11}\). The full classical average is much larger, about \(2\times10^{-6}\), because so small a sample misses the rare close approaches where the ripple is strong. Classical orbits overstate it, however. The ripple can change \(p_z\) only by multiples of \(\hbar G\), about 7.7 times the thermal momentum \(\sqrt{mkT}\), and first-order quantum perturbation theory puts the ratio below \(10^{-8}\). Either way it is very small: coming within \(R/10\) of the line takes at least \(6kT\) of transverse energy and a nearly head-on path. Gathering the same charge into lumps of eleven electrons every 88 nm raises the ratio to 0.05 for orbits that enter midway between lumps, and to about 0.06 when the entry point is averaged along the line. Uncorrelated single electrons at the original mean density give 0.11. Randomness matters because its long-wavelength fluctuations reach far from the line.

Even the uncorrelated case costs little here. The transverse friction is about 9% of the background rate, so the axial friction is about 1% of it. This estimate relies on screening by the conduction electrons outside the cylinder. The long-wavelength fluctuations reach beyond \(R\), and without screening the forces neglected there would add considerably to the axial friction. Repulsion between the trapped electrons should make their spacing more even than in the uncorrelated case, but I have not calculated by how much. The ionized donors inside the cylinder are discrete as well: their mean spacing is 58 nm, and there are about eleven per 88 nm of line. I have treated them as a smooth charge, so any axial scattering they cause beyond that already counted in \(\tau_0\) is not included.

**Q:** Germanium has strongly elongated valleys. Does conserved momentum still mean conserved current?

**A:** Not in general. For a mass tensor \(M\), the velocity is \(\mathbf v=M^{-1}\mathbf p\). If \(z\) is not a principal axis, \(v_z\) contains transverse momentum, which the lines do relax.

In thermal equilibrium \(\langle p_zv_z\rangle=kT\) and \(\langle p_z^2\rangle=M_{zz}kT\). The part of \(v_z\) that follows the conserved \(p_z\) is therefore \(p_z/M_{zz}\). It contributes an inverse mass \(1/M_{zz}\), whereas the full value is \((M^{-1})_{zz}\).

For lines along [110], two of the four valleys are perpendicular to the line and lose nothing. In the other two the squared cosine between valley axis and line is 2/3. Take model masses of 1.59 along the valley axis and 0.082 across it, in units of the electron mass. Then

\[
\frac1{M_{zz}}=\frac{1}{\tfrac23(1.59)+\tfrac13(0.082)}=0.92,
\qquad
(M^{-1})_{zz}=\frac{2/3}{1.59}+\frac{1/3}{0.082}=4.5 .
\]

Averaged over all four valleys, 21% of the axial inverse mass can be relaxed. If that part is reduced by the same 8.5% as the transverse mobility, the axial mobility falls by about 2%. This is only an estimate, because the 8.5% was itself calculated with one average mass, not with the valley masses. With much stronger dislocation scattering, the loss could approach 21%.

**Q:** Would you expect a real deformed crystal to show this anisotropy?

**A:** Only if its lines are well aligned. The chosen density represents heavy deformation, and the 8 nm charge spacing is an assumption, not a measured property. Degeneracy is not a concern: the donor density is 0.4% of the band's effective density of states.

Parallelism is an assumption that a real crystal can break. To first order in the dislocation scattering, a segment tilted by \(\alpha\) from \(z\) contributes a fraction \(\sin^2\alpha\) of its friction to axial motion. That is 3% at 10°. With equal numbers of lines along three perpendicular directions, each current direction receives two thirds of the friction, and the anisotropy disappears. Deformation can also leave point defects, which belong in \(\tau_0\). The useful comparison is therefore between two current directions in the same crystal, not between deformed and undeformed samples. The values used here are collected in the numerical output.

## Numbers as computed

```
temperature: 77 K
donor density: 5.0e+15 cm^-3
dislocation density: 4.0e+08 cm^-2
spacing of trapped electrons: 8.0 nm
relative permittivity: 16.2
valley masses, long and transverse: 1.59, 0.082 m_e
conductivity mass: 0.120 m_e
thermal energy kT: 6.64 meV
line energy U: 22.2 meV
U/kT: 3.35
depletion radius R: 89.2 nm
depleted area fraction: 0.100
background time tau0: 1.36 ps
thermal speed sqrt(kT/m): 9.87e+04 m/s
background path speed*tau0: 135 nm
slow-carrier width / R: 2.642 (hard: 2.667)
width at E=2kT, classical: 94.7 nm
width at E=2kT, quantum: 94.6 nm
shift of width, doubled mesh: 1.9e-12
kR at E=2kT: 18.2
axial mobility, uniform lines: 20000 cm^2/Vs
transverse mobility, lines alone: 2.2e+05 cm^2/Vs
transverse mobility, total: 18297 cm^2/Vs
transverse/axial, kinetic: 0.915
axial/transverse, kinetic: 1.093
transverse/axial, simulated: 0.881 +- 0.007
dilute test area fraction: 0.04
dilute test tau0 in R/speed: 12
dilute transverse/axial, kinetic: 0.772
dilute, simulated: 0.777 +- 0.015
axial/transverse friction, even row: 6.8e-11
same, row with spacing 88 nm: 5.0e-02
same, uncorrelated charges: 0.112
Debye length: 34.5 nm
transverse/axial with thermal tail: 0.891
relaxable part of axial inverse mass: 0.214
axial mobility factor, tilted valleys: 0.982
donors / band density of states: 0.0037
```
